# Wick's Theorem and Hamiltonian Matrix Elements Between Nonorthogonal Determinants, part 2

We seek \(\langle A|B\rangle\) and \(\langle A|H|B\rangle\) for two \(N\)-electron determinants whose orbitals need not be mutually orthogonal, such as two unrestricted Hartree-Fock (UHF) solutions. Hartree atomic units are used.

The basis spin-orbitals \(\chi_\mu\) have overlap matrix \(S\), one-electron matrix \(h\), and integrals
\[
(\mu\nu|\lambda\sigma)=\iint \chi_\mu^*(1)\chi_\nu(1)\,r_{12}^{-1}\,\chi_\lambda^*(2)\chi_\sigma(2)=(\lambda\sigma|\mu\nu).
\]
In an orthonormal basis \(\phi_p\) with annihilators \(c_p\), \(\chi_\mu=\sum_p\phi_pX_{p\mu}\). The creator of \(\chi_\mu\) is \(a^\dagger_\mu\), and the dual annihilators are \(b=S^{-1}a=X^{-1}c\). With nuclear repulsion \(E_{\rm nuc}\),
\[
H=E_{\rm nuc}+\sum_{\mu\nu}h_{\mu\nu}b^\dagger_\mu b_\nu+\tfrac12\sum_{\mu\nu\lambda\sigma}(\mu\nu|\lambda\sigma)\,b^\dagger_\mu b^\dagger_\lambda b_\sigma b_\nu. \tag{3}
\]

The columns of \(C_A\), \(C_B\) are the occupied orbitals. \(|B\rangle=B^\dagger_1\cdots B^\dagger_N|0\rangle\) with \(B^\dagger_j=\sum_\mu a^\dagger_\mu(C_B)_{\mu j}\), and \(|A\rangle\) is built likewise from \(C_A\). With \(M=C_A^\dagger SC_B\),
\[
\langle A|B\rangle=\det M. \tag{4}
\]

For \(\det M\ne0\), define \(\langle O\rangle=\langle A|O|B\rangle/\langle A|B\rangle\) and the transition density \(P=C_BM^{-1}C_A^\dagger\). \(PS\) is a projector. Invertible mixing of the columns within \(C_A\) or \(C_B\) leaves \(P\) unchanged; exchanging bra and ket gives \(P^\dagger\).

Section 6: \((1-PS)b\) and \(b^\dagger SP\) kill \(|B\rangle\); \(PSb\) and \(b^\dagger(1-SP)\) kill \(\langle A|\).

The generalized Wick theorem makes \(\langle x_1\cdots x_n\rangle\) a signed sum over pairings, with contractions
\[
\langle b^\dagger_\mu b_\nu\rangle=\sum_\lambda(S^{-1})_{\nu\lambda}(SP)_{\lambda\mu}=P_{\nu\mu},\qquad
\langle b_\nu b^\dagger_\mu\rangle=[(1-PS)S^{-1}]_{\nu\mu}=(S^{-1}-P)_{\nu\mu},
\]
\[
\langle b_\nu b_\sigma\rangle=\langle b^\dagger_\mu b^\dagger_\lambda\rangle=0, \tag{7}
\]
and hence
\[
\langle b^\dagger_{\mu_1}\cdots b^\dagger_{\mu_k}b_{\nu_k}\cdots b_{\nu_1}\rangle=\det[P_{\nu_i\mu_j}]_{i,j=1}^k. \tag{8}
\]

For any matrix \(D\),
\[
J[D]_{\mu\nu}=\sum_{\lambda\sigma}(\mu\nu|\lambda\sigma)D_{\sigma\lambda},\qquad K[D]_{\mu\sigma}=\sum_{\nu\lambda}(\mu\nu|\lambda\sigma)D_{\nu\lambda},\qquad G=J-K .
\]
For any rank-one \(W=vu^\dagger\), Hermitian or not,
\[
\operatorname{Tr}G[W]W=0 \tag{1}
\]
and for any \(D,D'\)
\[
\operatorname{Tr}G[D]D'=\operatorname{Tr}G[D']D. \tag{2}
\]
Section 2: for one electron, \(\langle u|\hat h|v\rangle/\langle u|v\rangle=\operatorname{Tr}hP\), with \(P=vu^\dagger/(u^\dagger Sv)\).

## 8. The Hamiltonian kernel

For \(k=2\) take \(\mu_1=\mu\), \(\mu_2=\lambda\), \(\nu_2=\sigma\), \(\nu_1=\nu\):
\[
\langle b^\dagger_\mu b^\dagger_\lambda b_\sigma b_\nu\rangle=P_{\nu\mu}P_{\sigma\lambda}-P_{\nu\lambda}P_{\sigma\mu}.
\]
Insert this and (7) into (3). The one-electron term is \(\sum h_{\mu\nu}P_{\nu\mu}\). In the first product the sum over \(\lambda\sigma\) gives \(J[P]_{\mu\nu}P_{\nu\mu}\); in the second the sum over \(\nu\lambda\) gives \(K[P]_{\mu\sigma}P_{\sigma\mu}\). Therefore
\[
\frac{\langle A|H|B\rangle}{\langle A|B\rangle}=E[P]=E_{\rm nuc}+\operatorname{Tr}hP+\tfrac12\operatorname{Tr}G[P]P,\qquad H_{AB}=\det M\;E[P]. \tag{9}
\]
This is the Hartree-Fock energy functional evaluated at the transition density. For \(A=B\) it is the energy expectation value of that determinant, which is a Hartree-Fock energy if the determinant solves the Hartree-Fock equations; for \(N=1\), (1) reduces it to section 2. Since \(H\) is Hermitian, \(H_{BA}=H_{AB}^*\), and with \(\det M^\dagger=(\det M)^*\) this gives \(E[P^\dagger]=E[P]^*\). The nuclear repulsion enters \(H_{AB}\) multiplied by the overlap; adding it bare to an off-diagonal element is an error.

The functional has the familiar form, but not the familiar properties. It can be complex: for two random complex determinants with the integrals of a linear H\(_4\) chain, the numerical check gives the electronic kernel \(-3.47711650-0.44461167\,i\) hartree. It is not bounded below by the ground-state energy, because the variational principle concerns a quotient with the same vector on both sides.

The non-Hermitian part of \(P\) must be kept. Take real basis functions and real \(P=P_s+P_a\), symmetric plus antisymmetric. Real integrals are unchanged by \(\mu\leftrightarrow\nu\) or \(\lambda\leftrightarrow\sigma\), so \(\operatorname{Tr}hP\) and the Coulomb term see only \(P_s\). For exchange, \(K[D]_{\sigma\mu}=\sum(\sigma\nu|\lambda\mu)D_{\nu\lambda}=\sum(\mu\lambda|\nu\sigma)D_{\nu\lambda}=K[D^T]_{\mu\sigma}\). So \(K[P_s]\) is symmetric, \(K[P_a]\) is antisymmetric, the cross traces vanish, and \(\operatorname{Tr}K[P]P=\operatorname{Tr}K[P_s]P_s+\operatorname{Tr}K[P_a]P_a\). A routine that symmetrizes the density drops the second term, and a transposed index in \(K\) reverses its sign.

Spin blocks. Let each basis function be a spatial function times \(\alpha\) or \(\beta\), and let each orbital have pure spin, with equal \(N_\alpha\) and equal \(N_\beta\) in both determinants (otherwise the overlap vanishes by spin). With the \(\alpha\) orbitals listed first, \(M\) and \(P\) are block diagonal, and \(\det M=\det M^\alpha\det M^\beta\). The integral requires equal spin within \(\mu\nu\) and within \(\lambda\sigma\). The Coulomb product \(P_{\nu\mu}P_{\sigma\lambda}\) adds no further condition, so all four spin combinations appear. The exchange factor \(P_{\nu\lambda}\) forces the two pairs to have the same spin. With \(P^t=P^\alpha+P^\beta\) and spatial integrals,
\[
E=E_{\rm nuc}+\operatorname{Tr}hP^t+\tfrac12\operatorname{Tr}J[P^t]P^t-\tfrac12\operatorname{Tr}K[P^\alpha]P^\alpha-\tfrac12\operatorname{Tr}K[P^\beta]P^\beta. \tag{10}
\]

The proof also shows what lies outside the theorem. For quasiparticle vacua that mix particle numbers the contractions \(\langle bb\rangle\) and \(\langle b^\dagger b^\dagger\rangle\) can be nonzero, and (8) can then fail: with \((1+xc^\dagger_1c^\dagger_2)(1+yc^\dagger_3c^\dagger_4)|0\rangle\), \(x,y\) real and nonzero, as both bra and ket, \(\langle c^\dagger_1c^\dagger_2c_4c_3\rangle=xy/[(1+x^2)(1+y^2)]\), while every \(\langle c^\dagger_\mu c_\nu\rangle\) with \(\mu\in\{1,2\}\), \(\nu\in\{3,4\}\) is zero. In a linearly dependent basis \(S^{-1}\) does not exist, so the dual operators \(b\) cannot be defined as in section 3. Equations (4) and (9) contain no \(S^{-1}\) and remain valid there if \(\det M\ne0\): the orbitals have coefficients \(XC_A\) and \(XC_B\) in the orthonormal basis \(\phi_p\), their overlap matrix is the same \(M\), their transition density is \(XPX^\dagger\), and the factors of \(X\) can be moved into the integrals over \(\chi\).

## 9. Vanishing overlap

When \(\det M\to0\) with both sets of columns kept orthonormal, \(P\) diverges (a mere rescaling of columns leaves \(P\) unchanged, by section 5), while \(H_{AB}\) is a polynomial in the ket coefficients and the complex conjugates of the bra coefficients, and stays finite. Löwdin pairing shows how. Write the singular value decomposition \(M=U\,\mathrm{diag}(s_i)\,V^\dagger\) with unitary \(U,V\) and \(s_i\ge0\), and let \(u_i\), \(v_i\) be the columns of \(C_AU\), \(C_BV\). Then \(u_i^\dagger Sv_j=s_i\delta_{ij}\). If each set of columns is orthonormal, the \(s_i\) are cosines of the angles between the occupied spaces and lie between 0 and 1.

A product of \(N\) creators is linear in each column and changes sign when two columns are exchanged, so mixing the columns by \(V\) multiplies it by \(\det V\). Thus \(|\tilde B\rangle=\det V|B\rangle\) and \(\langle\tilde A|=(\det U)^*\langle A|\). Both determinants have unit modulus, so \(\langle A|O|B\rangle=\varphi\langle\tilde A|O|\tilde B\rangle\) with \(\varphi=\det U(\det V)^*\). For real orbitals \(\varphi=\pm1\); omitting it gives \(H_{AB}\) and the overlap the wrong phase relative to the original determinants.

For all \(s_i>0\), invariance gives \(P=\sum_iW_i/s_i\) with \(W_i=v_iu_i^\dagger\). In \(\tfrac12\operatorname{Tr}G[P]P=\tfrac12\sum_{ij}\operatorname{Tr}G[W_i]W_j/(s_is_j)\) the terms \(i=j\) vanish by (1), and (2) combines \((i,j)\) with \((j,i)\). Multiplying by \(\det M=\varphi\prod_ks_k\),
\[
H_{AB}=\varphi\Big[E_{\rm nuc}\prod_ks_k+\sum_i\operatorname{Tr}hW_i\prod_{k\ne i}s_k+\sum_{i<j}\operatorname{Tr}G[W_i]W_j\prod_{k\ne i,j}s_k\Big]. \tag{11}
\]
No \(s_i\) is left in a denominator. Without the cancellation (1), a term \(1/s_i\) would survive in \(H_{AB}\).

Equation (11) holds for zero \(s_i\) too. Suppose \(s_1=0\). The columns of \(\tilde C_A=C_AU\) are independent, so \(w=\tilde C_A(\tilde C_A^\dagger S\tilde C_A)^{-1}e_1\), with \(e_1\) the first unit vector, exists and obeys \(u_k^\dagger Sw=\delta_{k1}\). Replacing \(v_1\) by \(v_1+\epsilon w\) keeps the overlap matrix diagonal with \(s_1=\epsilon\). Do this for every zero. Both sides of (11) are continuous in \(\epsilon\), so the equality survives \(\epsilon\to0\). A term remains only if its product omits every zero \(s_k\). With \(\prod'\) and \(P'=\sum'W_i/s_i\) running over the nonzero values:

* one zero: \(H_{AB}=\varphi\prod's_k\,\operatorname{Tr}(h+G[P'])W_1\), where the pair terms \((1,j)\) were collected using \(\prod_{k\neq1,j}s_k=\prod's_k/s_j\) and (2);
* two zeros: \(H_{AB}=\varphi\prod's_k\,\operatorname{Tr}G[W_1]W_2\);
* three or more: \(H_{AB}=0\).

Test on a limit: if the remaining orbitals are common and orthonormal, \(s_k=1\) and \(u_k=v_k\). One zero gives \(\langle u_1|\hat h|v_1\rangle+\sum_k[(u_1v_1|kk)-(u_1k|kv_1)]\), and two give \((u_2v_2|u_1v_1)-(u_2v_1|u_1v_2)\). These are the Slater-Condon rules. In practice, (9) loses digits when some \(s_i\) is small, because large \(1/s_i^2\) terms cancel between \(J\) and \(K\); form (11) avoids this.

## 10. Worked example: the two UHF solutions of H\(_2\)

The chosen inputs are the STO-3G basis and \(R=2.0\) Å \(=3.779452\) bohr. There are two real spatial functions, related by the mirror plane, with \(S_{12}=0.119217\), \(h_{11}=h_{22}=-0.731071\), \(h_{12}=-0.140711\), \((11|11)=0.774606\), \((11|22)=0.263695\), \((11|12)=0.055849\), \((12|12)=0.007328\) and \(E_{\rm nuc}=0.264589\), energies in hartree. The mirror gives \((22|22)=(11|11)\) and \((22|12)=(11|12)\).

Solution \(A\) has normalized orbitals \(f\) (spin \(\alpha\)) and \(g\) (spin \(\beta\)) with coefficients \(c_f=(0.991418,\,0.058045)^T\) and \(c_g=(0.058045,\,0.991418)^T\). Solution \(B\) has \(g\) with spin \(\alpha\) and \(f\) with spin \(\beta\). The Hamiltonian is unchanged when all spins are flipped, so \(B\) is stationary too and \(H_{BB}=H_{AA}=-0.937213\), well below the restricted energy \(-0.783793\).

Both blocks of \(M\) are the number
\[
s=c_f^TSc_g=2(0.991418)(0.058045)+0.119217\,(0.991418^2+0.058045^2)=0.232675,
\]
and \(\langle A|B\rangle=s^2=0.054138\). For spin \(\alpha\) the ket orbital is \(g\), so \(P^\alpha=c_gc_f^T/s\); for example \(P^\alpha_{11}=0.058045\times0.991418/0.232675=0.24733\) and \(P^\alpha_{21}=0.991418^2/0.232675=4.22439\). In full,
\[
P^\alpha=\begin{pmatrix}0.247328&0.014481\\4.224390&0.247328\end{pmatrix},\qquad P^\beta=(P^\alpha)^T,\qquad P^t=\begin{pmatrix}0.494657&4.238870\\4.238870&0.494657\end{pmatrix}.
\]
The matrix \(P^\alpha\) is far from symmetric and has a large element, yet \(\operatorname{Tr}P^\alpha S=2(0.247328)+0.119217(0.014481+4.224390)=1.0000\).

With \(p=0.494657\) and \(q=4.238870\),
\[
\operatorname{Tr}hP^t=2(-0.731071)p+2(-0.140711)q=-1.91617 .
\]
The sixteen Coulomb terms consist of two of type \((11|11)p^2\), two of type \((11|22)p^2\), eight of type \((11|12)pq\) and four of type \((12|12)q^2\). Half their sum is
\[
(0.774606+0.263695)p^2+4(0.055849)pq+2(0.007328)q^2=0.9858,
\]
or \(0.985823\) with unrounded integrals; the large \(q^2\) magnifies the rounding of \((12|12)\). For exchange, \(P^\alpha\) has rank one, so section 2 gives \(\operatorname{Tr}K[P^\alpha]P^\alpha=\operatorname{Tr}J[P^\alpha]P^\alpha=(fg|fg)/s^2\equiv x\). For real orbitals all four spin combinations in the Coulomb term equal \(x\), so the Coulomb part is \(2x\) and each exchange part is \(-x/2\), minus a quarter of it: \(-0.985823/4=-0.246456\). Equation (10) gives
\[
E[P]=0.264589-1.916172+0.985823-0.246456-0.246456=-1.158672,
\]
and \(H_{AB}=0.054138\times(-1.158672)=-0.062728\).

In the space of \(A\) and \(B\), the Hamiltonian and overlap matrices each have equal diagonal elements and equal real off-diagonal elements, so \((1,\pm1)^T\) are eigenvectors of both, and \(E_\pm=(H_{AA}\pm H_{AB})/(1\pm s^2)\):
\[
E_+=\frac{-0.937213-0.062728}{1+0.054138}=-0.948586,\qquad E_-=\frac{-0.937213+0.062728}{1-0.054138}=-0.92454\quad(-0.924537\text{ with unrounded input}).
\]
Up to normalization, \(A=f(1)g(2)\alpha\beta-g(1)f(2)\beta\alpha\) and \(B=g(1)f(2)\alpha\beta-f(1)g(2)\beta\alpha\). Adding and subtracting,
\[
A\pm B=[f(1)g(2)\pm g(1)f(2)]\,(\alpha\beta\mp\beta\alpha).
\]
So \(A+B\) is a singlet and \(A-B\) a triplet. Two spatial functions admit one antisymmetric spatial product only, so \(A-B\) is the exact triplet of this basis, and \(E_-\) equals the full-CI value \(-0.924537\). For the singlet, write \(f,g=\cos\theta\,\sigma_g\pm\sin\theta\,\sigma_u\), as the mirror relation between them allows. The symmetric product is \(2\cos^2\theta\,\sigma_g\sigma_g-2\sin^2\theta\,\sigma_u\sigma_u\). These are the two configurations of the exact ground state, but their ratio was fixed by minimizing the UHF energy. Hence \(E_+\) is \(0.000055\) above the full-CI singlet \(-0.948641\), and the gap is \(0.6544\) eV against \(0.6559\) eV. These values and their close agreement belong to the minimal basis. In aug-cc-pVTZ at the same bond length the full-CI gap is about \(0.85\) eV and the two-determinant gap about \(0.78\) eV; \(E_+\) lies \(0.0046\) hartree above the full-CI singlet, and \(E_-\), no longer exact, lies \(0.0021\) hartree above the full-CI triplet.

The kernel lies \(0.210031\) hartree below the full-CI ground state of this basis (about \(0.13\) hartree below in cc-pVTZ or aug-cc-pVTZ). This is no error. Subtracting \(H_{AA}-H_{AB}=E_-(1-s^2)\) from \(H_{AA}+H_{AB}=E_+(1+s^2)\) gives \(2H_{AB}=E_+-E_-+s^2(E_++E_-)\), so
\[
E[P]=\frac{E_++E_-}{2}-\frac{E_--E_+}{2s^2}=\frac{-0.948586-0.924537}{2}-\frac{0.948586-0.924537}{2(0.054138)}=-1.1587 .
\]
The kernel lies below the mean of \(E_+\) and \(E_-\) by half the singlet-triplet splitting divided by the overlap. With the singlet lowest and \(s^2<1\), it is always below \(E_+=\tfrac12(E_++E_-)-\tfrac12(E_--E_+)\). As \(s\to1\), where the two solutions merge into the restricted one, it tends to \(E_+\) and becomes an ordinary energy expectation value. The off-diagonal element \(H_{AB}\) contributes to variational energies such as \(E_\pm\) only when it is combined with the diagonal elements and the overlap matrix.

## 11. What the numerical check tests

The numerical check builds the fermion operators as explicit Jordan-Wigner matrices and the determinants as Fock-space vectors, so in the tests of overlaps, operator strings, killing conditions and Hamiltonian elements one side uses the definitions alone; the projector, invariance and stationarity tests are matrix identities involving \(P\) with no Fock-space side. In a random complex nonorthogonal basis of six functions (labelled M in the output) with three electrons, it tests (4), the projector and invariance properties, the four killing conditions of section 6, a three-body case of (8), and 200 random operator strings of even and odd length against the sum over pairings, with largest error \(2.9\times10^{-14}\). With H\(_4\) integrals and complex spin-mixed determinants, (9) and the Fock-space ratio agree in all printed digits. For paired orbitals with one, two and three zero singular values the formulas of section 9 match the direct elements, of moduli \(0.00953796\), \(0.01273790\) and zero hartree; these orbitals are constructed already paired, so \(\varphi=1\) there. For H\(_2\) it confirms that \(B\) is stationary, that (10) equals the Fock-space value \(-1.158672\), and that \(E_-\) is the threefold eigenvalue of the two-electron Hamiltonian.

## Computed values

```
Wick strings (M=6,N=3, 200 strings): max error = 2.9e-14
H4 electronic kernel, E[P]       = -3.47711650 -0.44461167i Eh
H4 electronic kernel, Fock space = -3.47711650 -0.44461167i Eh
H4, 1 zero singular value(s): |H_AB| = 0.00953796 Eh
H4, 2 zero singular value(s): |H_AB| = 0.01273790 Eh
H4, 3 zero singular value(s): |H_AB| = 0.00000000 Eh
H2 STO-3G: R = 2.0 Angstrom = 3.779452 bohr
S12 = 0.119217
h11 = h22 = -0.731071 Eh, h12 = -0.140711 Eh
(11|11) = 0.774606 Eh, (11|22) = 0.263695 Eh
(11|12) = 0.055849 Eh, (12|12) = 0.007328 Eh
c_alpha(A) = (0.991418, 0.058045)
c_beta(A)  = (0.058045, 0.991418)
s = 0.232675, <A|B> = s^2 = 0.054138
P_alpha = [[0.247328, 0.014481], [4.224390, 0.247328]]
P_beta = [[0.247328, 4.224390], [0.014481, 0.247328]]
P_total = [[0.494657, 4.238870], [4.238870, 0.494657]]
Tr(P_alpha S) = 1.000000
E_nuc = 0.264589 Eh
Tr h P_total = -1.916172 Eh
Coulomb part = 0.985823 Eh
exchange alpha = -0.246456 Eh
exchange beta = -0.246456 Eh
kernel E[P] = -1.158672 Eh
kernel, Fock space = -1.158672 Eh
H_AB = -0.062728 Eh
H_AA = E_UHF = -0.937213 Eh
E_RHF = -0.783793 Eh
E_plus (singlet NOCI) = -0.948586 Eh
E_minus (triplet NOCI) = -0.924537 Eh
FCI singlet = -0.948641 Eh
FCI triplet = -0.924537 Eh
E_plus - FCI singlet = 0.000055 Eh
E_UHF - FCI singlet = 0.011428 Eh
kernel - FCI singlet = -0.210031 Eh
gap NOCI = 0.6544 eV, gap FCI = 0.6559 eV
```
